# Direct ring CCD, SOSEX and the self-correlation of one electron: a numerical check

```python
# Result under test: for ONE electron, direct ring CCD (= direct RPA) gives a
# strictly negative, spurious correlation energy, while the SOSEX contraction
# of the same amplitudes gives zero.
# Symbols (Hartree atomic units, real orbitals, spin-conserving pairs ia):
#   gap = e_a - e_i,  K[ia,jb] = (ia|jb),  X[ia,jb] = (ib|ja) for equal spins,
#   T = ring amplitudes, solving K + A T + T A + T K T = 0 with A = gap + K,
#   E_direct = 1/2 sum K*T,   E_sosex = 1/2 sum (K - X)*T.
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf, mp, fci
from pyscf.scf import uhf

EV = physical_constants["Hartree energy in eV"][0]


def molecule(atoms, basis, charge=0, spin=0):
    return gto.M(atom=atoms, basis=basis, charge=charge, spin=spin,
                 unit="Bohr", verbose=0)


def run_uhf(mol):
    # The class itself is used: the general call scf.UHF would only
    # diagonalize h for one electron and give no Hartree-Fock virtuals.
    mf = uhf.UHF(mol)
    mf.init_guess = "1e"
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-7
    mf.kernel()
    assert mf.converged
    return mf


def ring_matrices(mol, coeff, energy, nocc):
    """Return gap, K, X for orbitals given separately for each spin."""
    n = mol.nao
    eri = mol.intor("int2e").reshape(n * n, n * n)
    densities, gaps, shapes = [], [], []
    for c, e, o in zip(coeff, energy, nocc):
        if o == 0:
            continue
        d = np.einsum("pi,qa->pqia", c[:, :o], c[:, o:])
        densities.append(d.reshape(n * n, -1))
        gaps.append((e[None, o:] - e[:o, None]).ravel())
        shapes.append((o, c.shape[1] - o))
    D = np.hstack(densities)
    K = D.T @ (eri @ D)
    X = np.zeros_like(K)
    start = 0
    for o, v in shapes:
        s = slice(start, start + o * v)
        block = K[s, s].reshape(o, v, o, v)
        X[s, s] = block.transpose(0, 3, 2, 1).reshape(o * v, o * v)
        start += o * v
    return np.concatenate(gaps), K, X


def solve_ring(gap, K):
    """Damped fixed-point solution of the direct ring CCD equations."""
    one = np.eye(len(gap))
    denominator = gap[:, None] + gap[None, :]
    T = np.zeros_like(K)
    for _ in range(2000):
        new = -((one + T) @ K @ (one + T)) / denominator
        change = np.abs(new - T).max()
        T = 0.5 * (T + new)
        if change < 1e-13:
            break
    A = np.diag(gap) + K
    residual = K + A @ T + T @ A + T @ K @ T
    assert np.abs(residual).max() < 1e-9
    return T


def plasmon_energy(gap, K):
    root = np.sqrt(gap)
    M = root[:, None] * (np.diag(gap) + 2 * K) * root[None, :]
    omega = np.sqrt(np.linalg.eigvalsh(M))
    return 0.5 * (omega.sum() - gap.sum() - np.trace(K))


def frequency_energy(gap, K, points=200):
    """Imaginary-frequency integral over the screened self-interaction."""
    x, w = np.polynomial.legendre.leggauss(points)
    total = 0.0
    for xi, wi in zip(x, w):
        u = (1 + xi) / (1 - xi)
        G = 2 * gap / (gap**2 + u**2)
        GK = G[:, None] * K
        sign, logdet = np.linalg.slogdet(np.eye(len(gap)) + GK)
        assert sign > 0
        total += wi * 2 / (1 - xi)**2 * (logdet - np.trace(GK))
    return total / (2 * np.pi)


def energies(gap, K, X):
    T = solve_ring(gap, K)
    direct = 0.5 * np.sum(K * T)
    sosex = 0.5 * np.sum((K - X) * T)
    assert abs(direct - plasmon_energy(gap, K)) < 1e-8
    return T, direct, sosex


# A doubles operator with both annihilators on one orbital is null for any
# amplitudes; with two different occupied orbitals it is not.
def annihilators(modes):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for p in range(modes):
        op = np.eye(1)
        for q in range(modes):
            factor = parity if q < p else lower if q == p else np.eye(2)
            op = np.kron(op, factor)
        result.append(op)
    return result


ann = annihilators(5)
amplitudes = np.random.default_rng(1).normal(size=(3, 3))


def doubles_norm(i, j):
    op = sum(amplitudes[a, b] * ann[2 + a].T @ ann[i] @ ann[2 + b].T @ ann[j]
             for a in range(3) for b in range(3))
    return np.linalg.norm(op)


assert doubles_norm(0, 0) < 1e-12 and doubles_norm(0, 1) > 0.1
print(f"Norm of doubles operator, i=j:  {doubles_norm(0, 0):.3f}")
print(f"Norm of doubles operator, i!=j: {doubles_norm(0, 1):.3f}")

# One-virtual model: closed form against the iterative amplitude.
d, k = 1.0, 0.25
t_model = solve_ring(np.array([d]), np.array([[k]]))[0, 0]
e_model = 0.5 * (np.sqrt(d * d + 2 * d * k) - d - k)
assert abs(0.5 * k * t_model - e_model) < 1e-11
print(f"Model: gap = {d:.2f} Ha, k = {k:.2f} Ha")
print(f"Model amplitude t = {t_model:.6f}")
print(f"Model direct ring energy = {e_model:.6f} Ha")
print(f"Model second-order energy = {-k * k / (4 * d):.6f} Ha")

# Hydrogen atom, two choices of virtual orbitals.
hydrogen = {}
for basis in ("aug-cc-pvdz", "aug-cc-pvtz", "aug-cc-pvqz"):
    mol = molecule("H 0 0 0", basis, spin=1)
    mf = run_uhf(mol)
    h_eps, h_orb = eigh(mf.get_hcore(), mol.intor("int1e_ovlp"))
    assert abs(mf.e_tot - h_eps[0]) < 1e-9  # exact correlation is zero
    print(f"H {basis}: HF energy = {mf.e_tot:.6f} Ha,"
          f" lowest h eigenvalue = {h_eps[0]:.6f} Ha")
    references = {"HF": (mf.mo_coeff, mf.mo_energy),
                  "h": ((h_orb, h_orb), (h_eps, h_eps))}
    for name, (coeff, eps) in references.items():
        gap, K, X = ring_matrices(mol, coeff, eps, (1, 0))
        T, direct, sosex = energies(gap, K, X)
        second = -0.5 * np.sum(K**2 / (gap[:, None] + gap[None, :]))
        integral = frequency_energy(gap, K)
        assert abs(direct - integral) < 1e-7
        assert direct < -1e-3 and abs(sosex) < 1e-10
        t_eigs = np.linalg.eigvalsh(T)
        assert np.linalg.eigvalsh(K).min() > -1e-10
        assert t_eigs.max() < 1e-10 and t_eigs.min() > -1
        hydrogen[basis, name] = direct
        print(f"  {name} virtuals: direct ring = {direct:.6f} Ha,"
              f" second order = {second:.6f} Ha,"
              f" |SOSEX| = {abs(sosex):.6f} Ha")
        if basis == "aug-cc-pvqz":
            anti = np.linalg.norm(T - T.T) / 2
            assert anti < 1e-10
            print(f"    frequency integral = {integral:.6f} Ha")
            print(f"    plasmon formula = {plasmon_energy(gap, K):.6f} Ha")
            print(f"    direct ring = {direct * EV:.4f} eV")
            print(f"    norm of T = {np.linalg.norm(T):.5f},"
                  f" antisymmetric part = {anti:.5f}")
            print(f"    lowest eigenvalue of T = {t_eigs.min():.5f}")
        if name == "HF":
            # With exchange in the rings the one-electron spectrum is exact.
            c = coeff[0]
            n = mol.nao
            eri = mol.intor("int2e").reshape(n * n, n * n)
            J = (eri @ np.outer(c[:, 0], c[:, 0]).ravel()).reshape(n, n)
            Jv = c[:, 1:].T @ J @ c[:, 1:]
            spectrum = np.linalg.eigvalsh(np.diag(gap) + K - Jv)
            exact_gaps = h_eps[1:] - h_eps[0]
            assert np.abs(spectrum - exact_gaps).max() < 1e-6
            if basis == "aug-cc-pvqz":
                print(f"    lowest gap: HF orbitals {gap.min():.5f} Ha,"
                      f" rings with exchange {spectrum[0]:.5f} Ha,"
                      f" h {exact_gaps[0]:.5f} Ha")
    # The spurious energy depends on the choice of virtual orbitals.
    assert abs(hydrogen[basis, "HF"] - hydrogen[basis, "h"]) > 1e-4

# One electron in a molecule.
mol = molecule("H 0 0 0; H 0 0 2", "aug-cc-pvtz", charge=1, spin=1)
mf = run_uhf(mol)
_, direct, sosex = energies(
    *ring_matrices(mol, mf.mo_coeff, mf.mo_energy, (1, 0)))
assert direct < -1e-3 and abs(sosex) < 1e-10
print(f"H2+ at 2 bohr, aug-cc-pvtz: direct ring = {direct:.6f} Ha,"
      f" |SOSEX| = {abs(sosex):.6f} Ha")

# Two remote hydrogen atoms with parallel spins: the SOSEX zero must survive
# a rotation that delocalizes the degenerate occupied orbitals.
mol = molecule("H 0 0 0; H 0 0 100", "aug-cc-pvdz", spin=2)
mf = run_uhf(mol)
c_alpha = np.array(mf.mo_coeff[0])
occupied = c_alpha[:, :2]
z_occ = occupied.T @ mol.intor("int1e_r")[2] @ occupied
localized = occupied @ np.linalg.eigh(z_occ)[1]
mix = np.array([[1.0, 1.0], [1.0, -1.0]]) / np.sqrt(2)
shares = {}
print("Two H atoms 100 bohr apart, parallel spins, aug-cc-pvdz:")
for name, occ in (("localized", localized), ("delocalized", localized @ mix)):
    c = np.hstack([occ, c_alpha[:, 2:]])
    gap, K, X = ring_matrices(mol, (c, c), mf.mo_energy, (2, 0))
    T, direct, sosex = energies(gap, K, X)
    shape = (2, c.shape[1] - 2, 2, c.shape[1] - 2)
    same = 0.5 * np.einsum("iaib,iaib->", K.reshape(shape), T.reshape(shape))
    assert abs(direct - 2 * hydrogen["aug-cc-pvdz", "HF"]) < 1e-7
    assert abs(sosex) < 1e-7
    shares[name] = same / direct
    print(f"  {name}: direct ring = {direct:.6f} Ha,"
          f" |SOSEX| = {abs(sosex):.6f} Ha, i=j share = {shares[name]:.4f}")
assert abs(shares["localized"] - 1) < 1e-5
assert abs(shares["delocalized"] - 0.5) < 1e-5

# Helium atom: SOSEX is half of the direct energy, MP2 at second order,
# and not equal to full CI.
mol = molecule("He 0 0 0", "aug-cc-pvtz")
mf = run_uhf(mol)
gap, K, X = ring_matrices(mol, mf.mo_coeff, mf.mo_energy, (1, 1))
T, direct, sosex = energies(gap, K, X)
first_T = -K / (gap[:, None] + gap[None, :])
second_sosex = 0.5 * np.sum((K - X) * first_T)
rhf = scf.RHF(mol)
rhf.conv_tol = 1e-12
rhf.kernel()
mp2 = mp.MP2(rhf).run().e_corr
full_ci = fci.FCI(rhf).kernel()[0] - rhf.e_tot
assert abs(second_sosex - mp2) < 1e-8
assert abs(sosex - direct / 2) < 1e-8
assert abs(sosex - full_ci) > 1e-3
print("He, aug-cc-pvtz, correlation energies:")
print(f"  direct ring = {direct:.6f} Ha, SOSEX = {sosex:.6f} Ha")
print(f"  second-order SOSEX = {second_sosex:.6f} Ha, MP2 = {mp2:.6f} Ha")
print(f"  full CI = {full_ci:.6f} Ha")
print("OK")
```

It prints:

```
Norm of doubles operator, i=j:  0.000
Norm of doubles operator, i!=j: 3.251
Model: gap = 1.00 Ha, k = 0.25 Ha
Model amplitude t = -0.101021
Model direct ring energy = -0.012628 Ha
Model second-order energy = -0.015625 Ha
H aug-cc-pvdz: HF energy = -0.499334 Ha, lowest h eigenvalue = -0.499334 Ha
  HF virtuals: direct ring = -0.010810 Ha, second order = -0.011791 Ha, |SOSEX| = 0.000000 Ha
  h virtuals: direct ring = -0.015838 Ha, second order = -0.018095 Ha, |SOSEX| = 0.000000 Ha
H aug-cc-pvtz: HF energy = -0.499821 Ha, lowest h eigenvalue = -0.499821 Ha
  HF virtuals: direct ring = -0.013432 Ha, second order = -0.014510 Ha, |SOSEX| = 0.000000 Ha
  h virtuals: direct ring = -0.019100 Ha, second order = -0.021533 Ha, |SOSEX| = 0.000000 Ha
H aug-cc-pvqz: HF energy = -0.499948 Ha, lowest h eigenvalue = -0.499948 Ha
  HF virtuals: direct ring = -0.014223 Ha, second order = -0.015324 Ha, |SOSEX| = 0.000000 Ha
    frequency integral = -0.014223 Ha
    plasmon formula = -0.014223 Ha
    direct ring = -0.3870 eV
    norm of T = 0.09296, antisymmetric part = 0.00000
    lowest eigenvalue of T = -0.05206
    lowest gap: HF orbitals 0.55113 Ha, rings with exchange 0.37553 Ha, h 0.37553 Ha
  h virtuals: direct ring = -0.020070 Ha, second order = -0.022559 Ha, |SOSEX| = 0.000000 Ha
    frequency integral = -0.020070 Ha
    plasmon formula = -0.020070 Ha
    direct ring = -0.5461 eV
    norm of T = 0.14014, antisymmetric part = 0.00000
    lowest eigenvalue of T = -0.07778
H2+ at 2 bohr, aug-cc-pvtz: direct ring = -0.016685 Ha, |SOSEX| = 0.000000 Ha
Two H atoms 100 bohr apart, parallel spins, aug-cc-pvdz:
  localized: direct ring = -0.021620 Ha, |SOSEX| = 0.000000 Ha, i=j share = 1.0000
  delocalized: direct ring = -0.021620 Ha, |SOSEX| = 0.000000 Ha, i=j share = 0.5000
He, aug-cc-pvtz, correlation energies:
  direct ring = -0.059851 Ha, SOSEX = -0.029926 Ha
  second-order SOSEX = -0.033621 Ha, MP2 = -0.033621 Ha
  full CI = -0.039414 Ha
OK
```
